# Variational Residual and Fubini-Study Error Bound in Time-Dependent Monte Carlo: a program that tests the result

```python
"""Residual and error bound of time-dependent variational Monte Carlo.

Result under test, for a holomorphic ansatz psi(theta), hbar = 1:
  r^2 = Var(H) - F^dagger S^-1 F   for the velocity -i S^-1 F, and
  d(t) <= d(0) + integral of r dt, d = arccos |<exact|variational>|.
S: covariance of log-derivatives O_k; F: covariance of O_k with the
local energy; r: norm of the physical velocity error.
Model: periodic transverse-field Ising chain, energies in units of J.
All configurations are summed except in the final sampling test.
"""
import numpy as np

rng = np.random.default_rng(7)
n_spins, coupling, field = 8, 1.0, 1.0
dim = 2 ** n_spins
index = np.arange(dim)
spins = 1 - 2 * ((index[:, None] >> np.arange(n_spins)) & 1)

# Pair sums at separations 1..4; the largest separation counts pairs once.
columns = []
for sep in range(1, n_spins // 2 + 1):
    pair_sum = (spins * np.roll(spins, -sep, axis=1)).sum(axis=1)
    columns.append(pair_sum / (2 if 2 * sep == n_spins else 1))
O = np.array(columns, dtype=float).T
n_par = O.shape[1]

H_real = np.diag(-coupling * O[:, 0])
M_x = np.zeros((dim, dim))
for site in range(n_spins):
    flipped = index ^ (1 << site)
    H_real[index, flipped] -= field
    M_x[index, flipped] += 1.0 / n_spins
H = H_real.astype(complex)
levels, vectors = np.linalg.eigh(H_real)


def exact_evolution(state, time):
    return vectors @ (np.exp(-1j * levels * time) * (vectors.T @ state))


def normalized_state(theta):
    psi = np.exp(O @ theta)
    return psi / np.linalg.norm(psi)


def distance(a, b):
    """Fubini-Study angle, accurate also for nearly equal states."""
    overlap = np.vdot(a, b)
    return np.arctan2(np.linalg.norm(b - a * overlap), abs(overlap))


def local_averages(theta):
    """S, F, variance, energy and centred local quantities."""
    psi = normalized_state(theta)
    prob = abs(psi) ** 2
    e_loc = (H @ psi) / psi
    energy = (prob @ e_loc).real
    dO = O - prob @ O
    dE = e_loc - energy
    S = dO.T @ (prob[:, None] * dO)
    F = dO.T @ (prob * dE)
    return S, F, prob @ abs(dE) ** 2, energy, dO, dE, prob


# ---- Residual formula against Hilbert-space least squares ----
theta_test = 0.2 * (rng.normal(size=n_par) + 1j * rng.normal(size=n_par))
S, F, variance, energy, *_ = local_averages(theta_test)
velocity = -1j * np.linalg.solve(S, F)
captured = np.vdot(F, np.linalg.solve(S, F)).real
r2_formula = variance - captured

psi = normalized_state(theta_test)
norm_raw = np.linalg.norm(np.exp(O @ theta_test))
step = 1e-5
tangents = np.zeros((dim, n_par), dtype=complex)
for k in range(n_par):
    shift = np.zeros(n_par)
    shift[k] = step
    plus = np.exp(O @ (theta_test + shift))
    minus = np.exp(O @ (theta_test - shift))
    derivative = (plus - minus) / (2 * step * norm_raw)
    tangents[:, k] = derivative - psi * np.vdot(psi, derivative)
h_psi = H @ psi
target = -1j * (h_psi - psi * np.vdot(psi, h_psi))
best = np.linalg.lstsq(tangents, target, rcond=None)[0]
r2_definition = np.linalg.norm(tangents @ best - target) ** 2
assert np.allclose(best, velocity, atol=1e-6)
assert abs(r2_formula - r2_definition) < 1e-6

# An arbitrary velocity costs the quadratic excess.
other = velocity + 0.3 * (rng.normal(size=n_par) + 1j * rng.normal(size=n_par))
excess = np.vdot(other - velocity, S @ (other - velocity)).real
r2_other = np.linalg.norm(tangents @ other - target) ** 2
assert abs(r2_other - r2_formula - excess) < 1e-6

# Real displacements only: a different metric and force are needed.
stack = np.vstack([tangents.real, tangents.imag])
stack_target = np.concatenate([target.real, target.imag])
best_real = np.linalg.lstsq(stack, stack_target, rcond=None)[0]
r2_real_def = np.linalg.norm(stack @ best_real - stack_target) ** 2
r2_real = variance - F.imag @ np.linalg.solve(S.real, F.imag)
assert abs(r2_real - r2_real_def) < 1e-6
assert r2_real > r2_formula + 1e-3


# r is the rate at which exact and projected motion separate.
def separation_rate(dt):
    moved = normalized_state(theta_test + dt * velocity)
    return distance(exact_evolution(psi, dt), moved) / dt


rate = 2 * separation_rate(5e-5) - separation_rate(1e-4)
assert abs(rate - np.sqrt(r2_formula)) < 1e-4 * rate

print(f"Spins {n_spins}, configurations {dim}, parameters {n_par}")
print(f"Coupling J = {coupling:.1f}, field h = {field:.1f} (units of J)")
print("Random test point:")
for k, value in enumerate(theta_test, 1):
    print(f"  theta_{k} = {value.real:+.4f} {value.imag:+.4f} i")
print(f"  Var H = {variance:.6f} J^2")
print(f"  F^dagger S^-1 F = {captured:.6f} J^2")
print(f"  r^2 from formula = {r2_formula:.6f} J^2")
print(f"  r^2 from least squares = {r2_definition:.6f} J^2")
print(f"  r from formula = {np.sqrt(r2_formula):.6f} J")
print(f"  separation rate, short time = {rate:.6f} J")
print(f"  r^2, real displacements only = {r2_real:.6f} J^2")


# ---- Quench dynamics ----
def run(total_time, dt, diagonal_shift):
    def flow(theta):
        S, F, *_ = local_averages(theta)
        return -1j * np.linalg.solve(S + diagonal_shift * np.eye(n_par), F)

    theta = np.zeros(n_par, dtype=complex)
    n_steps = round(total_time / dt)
    thetas, actual, minimal, energies = [], [], [], []
    for n in range(n_steps + 1):
        S, F, var, en, dO, dE, prob = local_averages(theta)
        k1 = flow(theta)
        actual.append(prob @ abs(dO @ k1 + 1j * dE) ** 2)
        minimal.append(var - np.vdot(F, np.linalg.solve(S, F)).real)
        energies.append(en)
        thetas.append(theta.copy())
        if n < n_steps:
            k2 = flow(theta + dt * k1 / 2)
            k3 = flow(theta + dt * k2 / 2)
            k4 = flow(theta + dt * k3)
            theta = theta + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    times = dt * np.arange(n_steps + 1)
    return (times, np.array(thetas), np.array(actual),
            np.array(minimal), np.array(energies))


def running_integral(values, dt):
    pieces = dt * (values[1:] + values[:-1]) / 2
    return np.concatenate([[0.0], np.cumsum(pieces)])


dt = 0.002
times, thetas, r2_act, r2_min, energies = run(0.8, dt, 0.0)
assert np.max(abs(r2_act - r2_min)) < 1e-9
assert np.ptp(energies) < 1e-6
r = np.sqrt(r2_act)
bound = running_integral(r, dt)
start = normalized_state(thetas[0])
var_states = [normalized_state(th) for th in thetas]
exact_states = [exact_evolution(start, t) for t in times]
dist = np.array([distance(a, b) for a, b in zip(exact_states, var_states)])
# Slack covers trapezoid and integrator error only.
assert np.all(dist <= bound + 1e-6)
assert np.all(abs(np.diff(dist)) <= np.diff(bound) + 1e-7)

# Exact evolution started from a different state.
noise = rng.normal(size=dim) + 1j * rng.normal(size=dim)
other_start = start + 0.2 * noise / np.linalg.norm(noise)
other_start /= np.linalg.norm(other_start)
d_start = distance(other_start, start)
for n in range(0, len(times), 20):
    d_now = distance(exact_evolution(other_start, times[n]), var_states[n])
    assert d_now <= d_start + bound[n] + 1e-6

# Observable error: the magnetization per spin has spectral width 2.
mx_var = np.array([np.vdot(s, M_x @ s).real for s in var_states])
mx_ex = np.array([np.vdot(s, M_x @ s).real for s in exact_states])
mx_limit = 2 * np.sin(np.minimum(bound, np.pi / 2))
assert np.all(abs(mx_var - mx_ex) <= 2 * np.sin(dist) + 1e-10)
assert np.all(abs(mx_var - mx_ex) <= mx_limit + 1e-5)

print("Quench: t (1/J), r (J), integral of r (rad), distance d (rad)")
for n in range(100, len(times), 100):
    print(f"  {times[n]:.1f}  {r[n]:.6f}  {bound[n]:.6f}  {dist[n]:.6f}")
S, F, variance, energy, dO, dE, prob = local_averages(thetas[-1])
captured = np.vdot(F, np.linalg.solve(S, F)).real
print(f"At t = {times[-1]:.1f}/J:")
print(f"  Var H = {variance:.6f} J^2")
print(f"  F^dagger S^-1 F = {captured:.6f} J^2")
print(f"  r^2 = {variance - captured:.6f} J^2")
print(f"  smallest eigenvalue of S = {np.linalg.eigvalsh(S)[0]:.4f}")
print(f"  fidelity |overlap|^2 = {np.cos(dist[-1])**2:.6f}")
floor = np.cos(min(bound[-1], np.pi / 2)) ** 2
print(f"  fidelity guaranteed by bound = {floor:.6f}")
print(f"  m_x variational = {mx_var[-1]:.6f}, exact = {mx_ex[-1]:.6f}")
print(f"  m_x error = {abs(mx_var[-1] - mx_ex[-1]):.6f}")
print(f"  m_x error limit from d = {2 * np.sin(dist[-1]):.6f}")
print(f"  m_x error limit from integral = {mx_limit[-1]:.6f}")
print(f"Energy spread over the run = {np.ptp(energies):.1e} J")

# ---- A diagonal shift changes the velocity and hence the residual ----
shift_value = 0.8
ts, th_s, act_s, min_s, _ = run(0.1, dt, shift_value)
bound_act = running_integral(np.sqrt(act_s), dt)[-1]
bound_min = running_integral(np.sqrt(np.maximum(min_s, 0)), dt)[-1]
d_shift = distance(exact_evolution(start, ts[-1]), normalized_state(th_s[-1]))
assert d_shift <= bound_act + 1e-6
assert d_shift > bound_min + 1e-3
print(f"Diagonal shift {shift_value:.1f} in S, t = {ts[-1]:.1f}/J:")
print(f"  distance = {d_shift:.6f} rad")
print(f"  integral of actual residual = {bound_act:.6f} rad")
print(f"  integral of minimal residual = {bound_min:.6f} rad")

# ---- In-sample minimization underestimates the residual on average ----
r2_true = r2_act[-1]
print("Sampled r^2 / true r^2 at the final time:")
ratios = []
for n_samples, repeats in ((50, 4000), (500, 1000)):
    estimates = np.empty(repeats)
    for j in range(repeats):
        pick = rng.choice(dim, size=n_samples, p=prob)
        X = dO[pick] - dO[pick].mean(axis=0)
        y = -1j * (dE[pick] - dE[pick].mean())
        fit = np.linalg.lstsq(X, y, rcond=None)[0]
        estimates[j] = np.mean(abs(y - X @ fit) ** 2)
    ratio = estimates.mean() / r2_true
    error = estimates.std(ddof=1) / np.sqrt(repeats) / r2_true
    ratios.append(ratio)
    if n_samples == 50:
        assert ratio + 4 * error < 1 - 1 / n_samples
    else:
        assert ratio < 1 - 1 / n_samples + 4 * error
    print(f"  M = {n_samples}, {repeats} repeats: {ratio:.4f} +- {error:.4f}")
assert abs(ratios[1] - 1) < abs(ratios[0] - 1)

print("checks complete")
```

It prints:

```
Spins 8, configurations 256, parameters 4
Coupling J = 1.0, field h = 1.0 (units of J)
Random test point:
  theta_1 = +0.0002 -0.0909 i
  theta_2 = +0.0597 -0.1983 i
  theta_3 = -0.0548 +0.0120 i
  theta_4 = -0.1781 +0.2680 i
  Var H = 13.878262 J^2
  F^dagger S^-1 F = 13.614041 J^2
  r^2 from formula = 0.264221 J^2
  r^2 from least squares = 0.264221 J^2
  r from formula = 0.514024 J
  separation rate, short time = 0.514024 J
  r^2, real displacements only = 7.466643 J^2
Quench: t (1/J), r (J), integral of r (rad), distance d (rad)
  0.2  0.016910  0.000580  0.000580
  0.4  0.410921  0.030303  0.030085
  0.6  1.335326  0.206684  0.195068
  0.8  1.558722  0.515066  0.432182
At t = 0.8/J:
  Var H = 7.949973 J^2
  F^dagger S^-1 F = 5.520359 J^2
  r^2 = 2.429614 J^2
  smallest eigenvalue of S = 0.3534
  fidelity |overlap|^2 = 0.824562
  fidelity guaranteed by bound = 0.757353
  m_x variational = 0.392187, exact = 0.471582
  m_x error = 0.079395
  m_x error limit from d = 0.837706
  m_x error limit from integral = 0.985184
Energy spread over the run = 1.3e-09 J
Diagonal shift 0.8 in S, t = 0.1/J:
  distance = 0.025744 rad
  integral of actual residual = 0.025750 rad
  integral of minimal residual = 0.000005 rad
Sampled r^2 / true r^2 at the final time:
  M = 50, 4000 repeats: 0.4762 +- 0.0081
  M = 500, 1000 repeats: 0.9094 +- 0.0082
checks complete
```
